# Pippard's Relation between Resistance Oscillations and Magnetization, Orbit by Orbit

## Result

Let a metal or degenerate semiconductor be in a field $B$, with chemical potential $\zeta$. Each extremal orbit $i$ of its Fermi surface, with area $A_i$ in $k$ space, gives oscillations periodic in $1/B$. Their frequency and cyclotron mass are

$$F_i=\frac{\hbar A_i}{2\pi e},\qquad m_i=\frac{\hbar^2}{2\pi}\left|\frac{\partial A_i}{\partial\zeta}\right| .$$

A tilde marks an oscillating part, $D$ is the density of states per volume and energy at $\zeta$, and $D_0$ is its smooth part. To leading order in $B/F_i$,

$$\boxed{\;\tilde D_i=\left(\frac{m_iB}{\hbar eF_i}\right)^2\frac{\partial\tilde M_i}{\partial B}\;}\qquad\qquad \frac{\tilde\rho}{\rho}=C\,\frac{\tilde D}{D_0}.$$

At fixed $F$ and $B$, the weight grows as the square of the mass.

Pippard's argument is that the scattering rate follows the number of states available at the Fermi level. The coefficient $C$ depends on the geometry and the scatterers. For point scatterers in one isotropic parabolic band, $C=1$ for current along $B$. For current across $B$, $C=5/2$ if $\omega_c\tau\gg1$, where $\omega_c=eB/m$ and $\tau$ is the scattering time.

Because $\tilde D$ follows the slope of $\tilde M$, the two are a quarter period apart. As $B$ rises, the density of states peaks first, together with the resistance if $C>0$, and the magnetization peaks a quarter period later.

## Assumptions

The oscillations are small and $F/B\gg1$. Orbits are closed, without tunnelling between them. The magnetization lies along $B$ and is too weak to alter the field acting on the electrons. Derivatives with respect to $B$ are taken at fixed $\zeta$; fixed carrier density is treated below. SI units are used.

## The oscillating density of states

The levels satisfy $A(E,k_z)=(2\pi eB/\hbar)(n+\tfrac12)$. Define

$$x(E,k_z)=\frac{\hbar A(E,k_z)}{2\pi eB},$$

so that a level occurs at $x=n+\frac12$. Each level holds $eB/(2\pi\hbar)$ states per area and spin. With two spins, degenerate for now,

$$D(E)=2\,\frac{eB}{2\pi\hbar}\int\frac{dk_z}{2\pi}\left|\frac{\partial x}{\partial E}\right|\sum_n\delta\!\left(x-n-\tfrac12\right).$$

The definition of the mass gives $|\partial x/\partial E|=m/(\hbar eB)$, so $B$ cancels from the prefactor. For $x>0$, Poisson's formula reads

$$\sum_n\delta\!\left(x-n-\tfrac12\right)=1+2\sum_{p=1}^\infty(-1)^p\cos2\pi px .$$

The 1 gives $D_0$. The rest gives

$$\tilde D=\sum_p(-1)^p\,\frac{m}{\pi^2\hbar^2}\int dk_z\cos2\pi px .$$

The integrand oscillates rapidly except where $A$ is extremal in $k_z$, so $m$ has been given its value there and taken outside the integral. Measure $k_z$ from there and write $A\simeq A_i\mp\frac12|A''|k_z^2$, with the upper sign for a maximum. Then

$$2\pi px=\frac{2\pi pF}{B}\mp ck_z^2,\qquad c=\frac{p\hbar|A''|}{2eB}.$$

From $\int e^{\mp ick^2}dk=\sqrt{\pi/c}\,e^{\mp i\pi/4}$, the integral is $\sqrt{\pi/c}\,\cos(2\pi pF/B\mp\pi/4)$.

For an isotropic band $A=\pi(k_F^2-k_z^2)$, so $|A''|=2\pi$ and $\sqrt{\pi/c}=\sqrt{eB/(p\hbar)}$. Dividing by $D_0=mk_F/(\pi^2\hbar^2)$ and using $k_F^2=2eF/\hbar$,

$$\frac{\tilde D}{D_0}=\sum_p(-1)^p\sqrt{\frac{B}{2pF}}\;R_TR_DR_S\cos\!\left(\frac{2\pi pF}{B}-\frac{\pi}{4}\right).$$

The damping factors, so far equal to 1, are found next.

## Temperature, level width and spin

An energy shift $y$ changes the phase of harmonic $p$ by $by$ in magnitude, where $b=2\pi pm/(\hbar eB)=2\pi p/(\hbar\omega_c)$.

**Temperature.** We need the average of $e^{iby}$ over $-f'(y)$, with $f=1/(e^{y/kT}+1)$; call it $I$. Since $f$ repeats when $y$ grows by $2\pi ikT$, the integral along that shifted line is $e^{-2\pi bkT}I$. Between the two lines lies one pole, at $y=i\pi kT$. With $\eta$ the distance from it, $-f'\simeq-kT/\eta^2$, so the residue is $-ibkT\,e^{-\pi bkT}$. Hence

$$\left(1-e^{-2\pi bkT}\right)I=2\pi bkT\,e^{-\pi bkT}\;\Rightarrow\; R_T=I=\frac{pX}{\sinh pX},\qquad X=\frac{2\pi^2kT}{\hbar\omega_c}.$$

**Level width.** A Lorentzian of half-width $\Gamma=\pi kT_D$ has its upper pole at $y=i\Gamma$. The average is

$$R_D=e^{-b\Gamma}=e^{-pX_D},\qquad X_D=2\pi^2kT_D/\hbar\omega_c,$$

where $T_D$ is the Dingle temperature.

**Spin.** Shifts $\pm\frac12g\mu_BB$, with $\mu_B=e\hbar/2m_0$ and free-electron mass $m_0$, change the phase by $\pm\pi pgm/(2m_0)$. Averaging the two cosines gives $R_S=\cos(\pi pgm/2m_0)$. This phase does not depend on $B$.

## From density of states to magnetization

Let $\Omega$ be the grand potential per volume. Then $N=-\partial\Omega/\partial\zeta$ is the carrier density, $D=\partial N/\partial\zeta=-\partial^2\Omega/\partial\zeta^2$, and $M=-\partial\Omega/\partial B$. At finite temperature $D$ is the thermally averaged density of states.

Write one harmonic of one orbit as $\tilde\Omega=W\cos\theta$, with

$$\theta=2\pi p\left(\frac FB-\frac12\right)\mp\frac\pi4 .$$

The definitions of $F$ and $m$ give $\partial F/\partial\zeta=\pm m/(\hbar e)$, plus for an electron orbit and minus for a hole orbit. Therefore

$$\frac{\partial\theta}{\partial\zeta}=\pm\frac{2\pi pm}{\hbar eB},\qquad \frac{\partial\theta}{\partial B}=-\frac{2\pi pF}{B^2}.$$

Since $F/B$ is large, the phase changes much faster than the amplitude. Letting both derivatives act on the phase,

$$\tilde D=W\left(\frac{2\pi pm}{\hbar eB}\right)^2\cos\theta,\qquad \frac{\partial\tilde M}{\partial B}=W\left(\frac{2\pi pF}{B^2}\right)^2\cos\theta .$$

Dividing removes $W$, $p$ and $\cos\theta$, and leaves

$$\frac{\tilde D}{\partial\tilde M/\partial B}=\left(\frac{mB}{\hbar eF}\right)^2 .$$

All harmonics of an orbit share this weight, so it can be applied to that orbit's whole signal. The squares make the sign the same for electrons and holes. The phase $\mp\pi/4$ cancels, so maximal and minimal areas behave alike.

In a parabolic band $\zeta=\hbar eF/m$, and the weight becomes $(B/\zeta)^2$: at fixed Fermi energy the mass drops out. In a nonparabolic band $m$ must be the cyclotron mass at $\zeta$.

The mass dependence was tested by summing Landau levels explicitly for two pockets, centred on the same $F/B=21$. One is parabolic with $m=1$, $F=1$; the other is nonparabolic with $m=2$, $F=1.25$, in units $\hbar=e=1$. At equal $F/B$ the weights should stand in the ratio $2^2=4$. The sums gave 4.00, while a weight $(B/m)^2$ would give 0.39.

## Several orbits

Grand potentials of separate pockets add, and so

$$\tilde D=\sum_i\left(\frac{m_iB}{\hbar eF_i}\right)^2\frac{\partial\tilde M_i}{\partial B}.$$

The measured $\partial\tilde M/\partial B$ must therefore be separated by frequency before it is weighted. One common factor works if the ratios $m_i/F_i$ are equal. Otherwise a heavy orbit is stronger in the density of states, relative to a light one of equal $F$, than in $\partial\tilde M/\partial B$.

In the resistance each orbit may also carry its own coefficient $C_i$, because scattering between sheets and the share of the current on each sheet matter. The relation above fixes $\tilde D_i$, not $C_i$.

## The phase and its first correction

Take $p=1$. The first derivative of $\tilde\Omega$ gives

$$\tilde M\simeq W\frac{\partial\theta}{\partial B}\sin\theta=-W\frac{2\pi F}{B^2}\sin\theta = W\frac{2\pi F}{B^2}\cos\!\left(\theta+\frac\pi2\right),$$

while $\tilde D\propto W\cos\theta$. For $W>0$, $\tilde D$ peaks at $\theta=0$ and $\tilde M$ at $\theta=-\pi/2$. Since $\theta$ falls as $B$ rises, $\tilde M$ peaks at the higher field. For $W<0$ both curves are inverted and the order is unchanged. The separation follows from $|\partial\theta/\partial B|\,\Delta B=\pi/2$:

$$\Delta B\simeq\frac{B^2}{4F}.$$

At moderate $F/B$ the change of amplitude with field matters. Let $a=d\ln|W|/d\ln B$ and $\epsilon=B/(2\pi F)$. Then $W'=aW/B$ and $\theta'=-1/(\epsilon B)$, where primes mean $\partial/\partial B$. Keeping the term in $W'$,

$$\tilde M=-W'\cos\theta+W\theta'\sin\theta=-\frac{W}{\epsilon B}\left(\sin\theta+a\epsilon\cos\theta\right).$$

To first order in $\epsilon$ the bracket is $\sin(\theta+a\epsilon)$. Differentiating again,

$$\tilde M'=W\theta'^2\cos\theta+(2W'\theta'+W\theta'')\sin\theta-W''\cos\theta .$$

Here $\theta''=-2\theta'/B$, so the middle bracket is $W\theta'(2a-2)/B$. Relative to $W\theta'^2$ it is $-(2a-2)\epsilon$, and the last term is of order $\epsilon^2$. Thus $\tilde M'\propto\cos[\theta+(2a-2)\epsilon]$. Relative to $\tilde D$,

$$\text{phase of }\tilde M=\frac\pi2+a\epsilon,\qquad \text{phase of }\frac{\partial\tilde M}{\partial B}=(2a-2)\epsilon .$$

These take $\tilde D$ to be in phase with $\cos\theta$. That holds for a parabolic band with a level width independent of energy, where $m$ and $W$ do not depend on $\zeta$. Otherwise $\tilde D$ has a phase shift of its own of order $\epsilon$. If the width grows as $\sqrt E$, as it does for point scatterers, then $d\ln|W|/d\ln\zeta=-X_D/2$, and both phase differences are lowered by about $X_D\epsilon$.

For an isotropic band $\tilde D\propto B^{1/2}R_TR_D$, and $W$ has two further powers of $B$. Since $X$ and $X_D$ vary as $1/B$, $R_T$ contributes $X\coth X-1$ to $a$, and $R_D$ contributes $X_D$:

$$a=\tfrac32+X\coth X+X_D .$$

The parabolic pocket above had $X=1.5$ and no Lorentzian width, so $a=3.16$. The formulas predict phases of $91.37^\circ$ for $\tilde M$ and $1.87^\circ$ for its slope. The explicit sums gave the same values.

## Current along the field

Consider weak point scatterers that conserve spin. By the golden rule, the scattering rate out of a state is proportional to the local density of final states. Averaged over scatterer positions, this is the same for every initial state of one spin, so $1/\tau\propto D$ with $D$ counted for that spin. To first order the relative oscillations of the two spins simply average to $\tilde D/D_0$, so the spin label is dropped here and in the next section. A point scatterer does not favour either sign of $k_z$, so one collision removes the average velocity along $B$. The lifetime is then also the transport time, and

$$\sigma_{zz}=e^2\tau P,\qquad P=\sum_\alpha v_{z\alpha}^2\,\delta(E_\alpha-\zeta)\quad\text{per volume}.$$

Does $P$ oscillate as strongly as $D$? The oscillation comes from the extremal orbit, where $k_z=0$ and $v_z=0$. In the stationary-phase integral the extra factor $k_z^2$ contributes a magnitude $1/(2c)=eB/(2\pi p\hbar)$. Its smooth average is $k_F^2/3=2eF/(3\hbar)$. The relative oscillation of $P$ is therefore smaller than that of $D$ by

$$\frac{1/(2c)}{k_F^2/3}=\frac{3B}{4\pi pF},$$

and it drops out at leading order. What remains is

$$\frac{\tilde\sigma_{zz}}{\sigma_{zz}}=-\frac{\tilde D}{D_0},\qquad \frac{\tilde\rho_{zz}}{\rho_{zz}}=+\frac{\tilde D}{D_0}.$$

This is the relation with $C=1$.

## Current across the field

For $\omega_c\tau\gg1$, conduction across $B$ occurs by hops of the orbit centre from $X_c$ to $X_c'$. More scattering then means more conduction. The conductivity is proportional to the hop rate times $(X_c-X_c')^2$.

For a point scatterer at the origin, the hop from level $n$ to $n'$ has weight $|\varphi_n(X_c)|^2|\varphi_{n'}(X_c')|^2$, where $\varphi_n$ are oscillator functions. Both distributions have zero mean. Equal kinetic and potential energies give $\frac12m\omega_c^2\langle X_c^2\rangle=\frac12\hbar\omega_c(n+\frac12)$. With $\ell^2=\hbar/(eB)$,

$$\langle(X_c-X_c')^2\rangle=\ell^2(n+n'+1).$$

Let $d_n$ be the density of states of level $n$, so that $D=\sum_nd_n$. Then

$$\sigma_{xx}\propto\sum_{nn'}d_nd_{n'}(n+n'+1)=2DQ,\qquad Q=\sum_n\left(n+\tfrac12\right)d_n .$$

In a parabolic band $\hbar\omega_cQ$ is the density of states weighted by transverse energy $E_\perp$. The oscillating part comes from $k_z=0$, where $E_\perp=E$. In the smooth part, one third of the energy is in motion along $B$, so the average $E_\perp$ is $2E/3$. Hence

$$\frac{\tilde Q}{Q_0}=\frac{E\tilde D}{(2E/3)D_0}=\frac32\frac{\tilde D}{D_0},\qquad \frac{\tilde\sigma_{xx}}{\sigma_{xx}}=\left(1+\frac32\right)\frac{\tilde D}{D_0}=\frac52\frac{\tilde D}{D_0}.$$

The total can be read as $1+1+\frac12$. One unit is Pippard's scattering-rate effect, from the number of final states. The other unit comes from the number of initial states that can hop. The remaining $\frac12$ is the oscillation of the mean squared hop, which is proportional to $Q/D$: the orbits responsible for the oscillation are wider than average and make longer hops. In a two-dimensional layer with the same scatterers all the energy is transverse, so this last part is absent and $C=2$.

The steps are linear in $\tilde D$ and need levels broad enough to keep $\tilde D/D_0$ small. Explicit sums with a Gaussian level width of 0.3 level spacings, around $F/B=21$, gave in-phase coefficients of 2.50 for $\sigma_{xx}$ and $-1.00$ for $\sigma_{zz}$.

Resistivity follows by inverting the tensor: $\rho_{xx}=\sigma_{xx}/(\sigma_{xx}^2+\sigma_{xy}^2)$. At fixed $\sigma_{xy}$,

$$\frac{d\ln\rho_{xx}}{d\ln\sigma_{xx}}=\frac{\sigma_{xy}^2-\sigma_{xx}^2}{\sigma_{xy}^2+\sigma_{xx}^2}=\frac{(\omega_c\tau)^2-1}{(\omega_c\tau)^2+1},$$

using the Drude ratio $|\sigma_{xy}|/\sigma_{xx}=\omega_c\tau$. This tends to 1 at high field, so $\rho_{xx}$ oscillates in phase with $\sigma_{xx}$ and with the same relative amplitude. Only this limit should be used. At fixed carrier density $\sigma_{xy}$ also oscillates, at relative order $1/(\omega_c\tau)^2$, which is the order of the factor's departure from 1. The argument fails if electrons and holes compensate, because $\sigma_{xy}$ is then no longer dominant.

## Fixed carrier density

In a bulk sample $N$ is fixed, not $\zeta$. The chemical potential then moves by $\delta\zeta=-\tilde N/D_0$. For one electron pocket and $p=1$, $\tilde N=-\partial\tilde\Omega/\partial\zeta=W\theta_\zeta\sin\theta$, where $\theta_\zeta=\partial\theta/\partial\zeta$. The phase changes by

$$\theta_\zeta\,\delta\zeta=-\frac{W\theta_\zeta^2}{D_0}\sin\theta .$$

Its amplitude is $|\tilde D|/D_0$ in radians, so small oscillations are little affected. Solving for $\zeta$ at fixed density in a parabolic pocket near $F/B=21$ gave a swing of 0.1086 rad, against a predicted 0.1087.

## Example: n-type InAs at 2 T

Take rough typical values for degenerate n-type InAs: density $2\times10^{17}\ \mathrm{cm^{-3}}$, $m=0.03\,m_0$, $|g|=13$, mobility $2\times10^4\ \mathrm{cm^2/Vs}$ and $T_D=10$ K. The temperature is 4.2 K. The density gives

$$F=\frac{\hbar}{2e}(3\pi^2N)^{2/3}=10.8\ \mathrm T,\qquad \frac FB=5.39 .$$

With $R_T=0.870$, $R_D=0.110$ and $R_S=0.818$, the first harmonic has

$$\frac{|\tilde D|}{D_0}=\sqrt{\frac{1}{2\times5.39}}\times0.870\times0.110\times0.818=2.4\% .$$

Level broadening is the strongest damping here.

For the magnetic route, $\tilde\Omega$ with amplitude $|W|=|\tilde D|(\hbar\omega_c/2\pi)^2$ was differentiated twice with respect to $B$, including the change of its amplitude. This gives $|\partial\tilde M/\partial B|=12.1\ \mathrm{A/(m\,T)}$. The weight is $2315\ \mathrm{T^2/eV^2}$. One A T/m is one $\mathrm{J/m^3}$, or $6.24\times10^{12}\ \mathrm{eV/cm^3}$. So

$$|\tilde D|=2315\times12.1\times6.24\times10^{12}=1.75\times10^{17}\ \mathrm{eV^{-1}cm^{-3}} .$$

Dividing by $D_0=7.22\times10^{18}\ \mathrm{eV^{-1}cm^{-3}}$ gives 2.42%, against 2.39% directly. The relative difference of about 1% comes mainly from derivatives of the amplitude, which the leading relation drops.

The phase is more sensitive. Here $X_D=-\ln0.110=2.21$ and $X=(4.2/10)X_D=0.93$, so $a\simeq5.0$, while $\epsilon=1/(2\pi\times5.39)=0.030$. The shift $a\epsilon$ is about $8^\circ$, and $\tilde M$ is $98^\circ$ from $\tilde D$ instead of $90^\circ$. The slope is $13^\circ$ from $\tilde D$. Both figures are for a parabolic band with constant $T_D$; a width growing as $\sqrt E$ would lower them by $X_D\epsilon\approx4^\circ$. The leading quarter period corresponds to 0.093 T.

For point scatterers the resistance oscillates by 2.4% along the field and by $2.5\times2.39\%=6.0\%$ across it. The transverse value uses the high-field limit. At $\omega_c\tau=4$ the hopping formula, the inversion and the oscillation of $\sigma_{xy}$ all bring corrections that scale as $1/(\omega_c\tau)^2$. These differ in sign and must be taken together, so the inversion factor of 0.88 is not applied by itself.

Several other neglected effects are small. The second harmonic of $\tilde D$ is 2% of the first. Fixed density swings the phase by $1.4^\circ$. Magnetic feedback, $\mu_0|\partial\tilde M/\partial B|$, is $1.5\times10^{-5}$. With a rough gap of 0.42 eV, the mass changes by 3% over one level spacing. This hardly touches the amplitudes, but it makes $W$ depend on $\zeta$ and lowers the two phase differences above by about $2^\circ$.

The least secure assumption for this material is point scattering. The chosen mobility and Dingle temperature imply a transport lifetime 2.8 times the quantum lifetime, whereas point scatterers would make them equal. Both coefficients, 1 and $5/2$, are therefore model values here. For elastic scattering on a spherical Fermi surface, the initial and the final state each contribute $\tilde D/D_0$, weighted by the squared momentum change for a state on the equator relative to its average over the sphere. For point scatterers these weights are $\frac12$ along $B$ and $\frac54$ across it, which gives $C=1$ and $C=\frac52$. For small-angle steps of size $q$ at polar angle $\vartheta$, the squared change is $\frac12q^2\sin^2\vartheta$ along $B$ and $\frac12q^2(1+\cos^2\vartheta)$ across it, so the weights become $\frac32$ and $\frac34$, and $C$ tends to 3 and $\frac32$. Forward-peaked scattering thus raises the longitudinal amplitude above 2.4% and lowers the transverse one below 6.0%, and the longitudinal value is the more sensitive of the two. The link between $\tilde D$ and $\partial\tilde M/\partial B$ does not use $C$. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
TESTS (hbar = e = 1, F/B = 21 at centre)
parabolic: F = 1.000, m = 1.000
  weighted dM/dB over D_osc, modulus: 1.0001
nonparabolic: F = 1.250, m = 2.000
  weighted dM/dB over D_osc, modulus: 1.0000
weight ratio of pockets, measured: 4.000
  predicted by (mB/F)^2: 4.000
  predicted by (B/m)^2: 0.391
phase dM/dB - D, measured: 1.87 deg
  predicted: 1.87 deg
phase M - D, measured: 91.37 deg
  predicted: 91.37 deg
C for sigma_xx, in phase: 2.500
C for sigma_zz, in phase: -1.000
fixed-density phase swing: 0.1086 rad
  predicted |D_osc|/D0: 0.1087
EXAMPLE: n-type InAs, rough typical inputs
density: 2.0e+17 cm^-3
mass: 0.030 m0; |g|: 13
mobility: 2.0e+04 cm^2/Vs
B: 2.0 T; T: 4.2 K; Dingle T: 10.0 K
frequency F: 10.77 T; F/B: 5.39
cyclotron energy: 7.72 meV
hbar e F/m: 41.6 meV
D0: 7.217e+18 eV^-1 cm^-3
factors R_T, R_D, R_S: 0.870, 0.110, 0.818
M_osc amplitude: 0.714 A/m
dM/dB amplitude: 12.11 A/(m T)
weight (mB/(hbar e F))^2: 2314.85 T^2/eV^2
D_osc/D0 from dM/dB: 2.42 %
D_osc/D0 from harmonic formula: 2.39 %
longitudinal rho_osc/rho (C=1): 2.39 %
transverse rho_osc/rho (C=5/2): 5.99 %
quarter period in field: 0.093 T
phase M - D: 98.4 deg
phase dM/dB - D: 13.4 deg
NEGLECTED EFFECTS, same example
second/first harmonic of D_osc: 0.022
omega_c tau: 4.0; d ln rho_xx/d ln sigma_xx: 0.882
fixed-density phase swing: 1.37 deg
magnetic feedback mu0 |dM/dB|: 1.5e-05
rough gap used: 0.42 eV
mass change over one level spacing: 3.1 %
transport/quantum lifetime: 2.81 (1 if pointlike)
```
